# The CO2 Fermi dyad: cubic coupling, deperturbed gap and mixing coefficients

## Problem

As given data of this exercise, take two vibrational levels of CO$_2$ to lie at 1285 and 1388 cm$^{-1}$ above the ground state. They are to be described as mixtures of two zeroth-order states with the antisymmetric stretch unexcited:

- $A=|1,0^0,0\rangle$, with one quantum in the symmetric stretch (mode 1);
- $B=|0,2^0,0\rangle$, with two quanta in the doubly degenerate bend (mode 2) and no vibrational angular momentum, $l=0$.

The magnitude of the coupling, $|W|=|\langle A|V|B\rangle|$, is given as 50 cm$^{-1}$. It is a separate input, because two levels cannot fix the three unknowns $E_A$, $E_B$ and $|W|$.

The algebra uses atomic units, $\hbar=1$. With dimensionless normal coordinates $q_1,q_a,q_b$, where $a,b$ label the two bending directions, the zeroth-order Hamiltonian is

$$H_0=\tfrac{\omega_1}{2}(p_1^2+q_1^2)+\tfrac{\omega_2}{2}(p_a^2+q_a^2+p_b^2+q_b^2).$$

Let $\phi=\partial^3V/\partial q_1\partial q_a^2$ at equilibrium, which has the dimension of energy.

(a) Relate $W$ to $\phi$ and find $|\phi|$.

(b) Find the deperturbed gap $\delta=E_A-E_B$ and the mixing coefficients. Which signs do the data leave open?

(c) How firmly does "near 50 cm$^{-1}$" fix these results?

(d) Why does ordinary second-order vibrational perturbation theory (VPT2) fail here, and is $\delta$ the harmonic gap $\omega_1-2\omega_2$?

(e) Convert $\phi$ to a Cartesian force constant.

In electronvolts the levels are $E_-=0.159320$ and $E_+=0.172090$. Their mean is $\bar E=0.165705$ eV, their splitting is $D=E_+-E_-=0.012770$ eV, and $|W|=0.006199$ eV.

## First estimate by scaling

In low vibrational states each dimensionless coordinate is of order one. The cubic energy $\tfrac12\phi\,q_1q_2^2$ is then of order $\phi/2$, which suggests

$$|\phi|\sim2|W|\approx0.012\ \text{eV}.$$

Two degenerate levels coupled by $W$ split by $2|W|$, here 0.0124 eV. The observed splitting is 0.0128 eV. The dyad is therefore close to degenerate before coupling: $\delta\approx0$, with each state shared about equally between $A$ and $B$.

For the Cartesian constant $F$, defined by an energy $\tfrac12Fsd^2$ with stretch displacement $s$ and bend displacement $d$, the natural lengths are the oscillator lengths $a_1$ and $a_2$. Hence $|F|\sim2|W|/(a_1a_2^2)$. With $a_1=0.0281$ and $a_2=0.0760$ angstrom, derived below, this is about 76 eV/angstrom$^3$.

Scaling cannot supply the numerical factor in $W/\phi$, nor the small gap left when two nearly equal numbers are compared.

## Exact solution of the two-state problem

### The cubic term and its matrix element

In the Taylor series, the product $q_1q_a^2$ arises from three orderings of the derivatives, each with the factor $1/3!$. Its coefficient is therefore $\phi/2$. The linear molecule is symmetric under rotation about its axis, so $q_b^2$ has the same coefficient and $q_1q_aq_b$ is absent:

$$V=\frac{\phi}{2}\,q_1\rho^2,\qquad \rho^2=q_a^2+q_b^2.$$

The other cubic terms allowed by symmetry, $q_1^3$ and $q_1q_3^2$, cannot change the number of bending quanta, so they do not couple $A$ to $B$ directly. Nor does any quartic term. Such a term would need an odd power of $q_1$, and hence an odd number of factors from the bend and antisymmetric stretch. Those coordinates change sign under inversion, so the term is forbidden.

For the stretch, $q_1=(b+b^\dagger)/\sqrt2$ gives $\langle1|q_1|0\rangle=1/\sqrt2$.

For the bend, a one-dimensional oscillator state with two quanta is $(2q^2-1)/\sqrt2$ times its ground function. The symmetric combination of two quanta along $a$ and two along $b$ is

$$\frac{|2,0\rangle+|0,2\rangle}{\sqrt2}
=\frac{(2q_a^2-1)+(2q_b^2-1)}{2}\,|0,0\rangle=(\rho^2-1)|0,0\rangle .$$

It depends on $\rho$ alone, so it is the $l=0$ state required for $B$. Since $\langle0|q^2|2\rangle=\tfrac12\langle0|b^2|2\rangle=1/\sqrt2$,

$$\langle0,0|\rho^2|2^0\rangle=\frac1{\sqrt2}\left(\frac1{\sqrt2}+\frac1{\sqrt2}\right)=1.$$

The coupling is the product of the three factors:

$$W=\frac{\phi}{2}\cdot\frac{1}{\sqrt2}\cdot1=\frac{\phi}{2\sqrt2}.$$

The $l=\pm2$ partners of $B$ do not couple to $A$, because $\rho^2$ is unchanged by rotation about the axis. The diagonal elements of $V$ vanish because $V$ is odd in $q_1$.

The cubic constant is

$$|\phi|=2\sqrt2\,|W|=2.828\times0.006199=0.01753\ \text{eV}\quad(141\ \text{cm}^{-1}).$$

If the potential is instead written $V=k\,q_1\rho^2$, then $k=\phi/2$, $W=k/\sqrt2$ and $|k|=0.00877$ eV. A quoted cubic constant is meaningful only together with this convention.

The data leave the sign of $\phi$ open, because only $W^2$ enters the energies. The sign of $W$ is a phase convention: replacing $B$ by $-B$ reverses it without changing any energy. Once $q_1$ is counted positive outward, the sign of $\phi$ is a physical property that must come from elsewhere; Hartree–Fock and MP2 surfaces in the cc-pVDZ basis give $\phi\approx+165$ and $+151$ cm$^{-1}$. Below, the phase of $B$ is chosen so that $W>0$.

### Levels and deperturbed gap

Write $E_A=\bar E+\delta/2$ and $E_B=\bar E-\delta/2$. The trace of a matrix is the sum of its eigenvalues, so $\bar E$ is also the mean of the observed levels. With $x=E-\bar E$, the secular equation is

$$\left(\frac{\delta}{2}-x\right)\left(-\frac{\delta}{2}-x\right)-W^2=0
\quad\Longrightarrow\quad x^2=\frac{\delta^2}{4}+W^2 .$$

The two roots differ by $D=\sqrt{\delta^2+4W^2}$, and therefore

$$|\delta|=\sqrt{D^2-4W^2},\qquad |W|\le D/2 .$$

The inequality is a consistency condition: coupling can only push two levels apart. Here $D/2=0.006385$ eV, and the given coupling lies just below it. The gap is

$$|\delta|=\sqrt{(0.012770)^2-(0.012398)^2}=0.00306\ \text{eV}\quad(24.7\ \text{cm}^{-1}).$$

The deperturbed levels are 0.167235 and 0.164175 eV. The energies do not say which belongs to $A$, because only $\delta^2$ enters.

### Mixing coefficients

Write the upper state as $\cos\theta\,A+\sin\theta\,B$. The first row of the eigenvalue equation, with $x=D/2$, is

$$\frac{\delta-D}{2}\cos\theta+W\sin\theta=0
\quad\Longrightarrow\quad \tan\theta=\frac{D-\delta}{2W}.$$

Using $4W^2=D^2-\delta^2=(D-\delta)(D+\delta)$,

$$\cos^2\theta=\frac{4W^2}{4W^2+(D-\delta)^2}
=\frac{(D-\delta)(D+\delta)}{(D-\delta)\,2D}
=\frac12\left(1+\frac{\delta}{D}\right).$$

It follows that $\cos2\theta=2\cos^2\theta-1=\delta/D$. Also $\sin2\theta=2\tan\theta\cos^2\theta=2W/D$. Hence $\tan2\theta=2W/\delta$, with $0<\theta<90^\circ$ for $W>0$. Orthogonality gives the lower state $-\sin\theta\,A+\cos\theta\,B$.

With $|\delta|/D=0.240$, the larger weight is $(1+0.240)/2=0.620$. The two possible assignments are:

| | $A$ above $B$ | $B$ above $A$ |
|---|---|---|
| $\theta$ | $38.1^\circ$ | $51.9^\circ$ |
| upper state | $0.787A+0.617B$ | $0.617A+0.787B$ |
| lower state | $-0.617A+0.787B$ | $-0.787A+0.617B$ |

Intensities can distinguish them. Suppose that the transition operator connects the ground state to $A$ but not to $B$, and ignore frequency factors. The amplitudes to the upper and lower states are then proportional to $\cos\theta$ and $-\sin\theta$, so the strength ratio is

$$\frac{I_+}{I_-}=\cot^2\theta=\frac{D+\delta}{D-\delta}.$$

It is 1.63 if $A$ lies above $B$ and 0.61 in the opposite case. Under this assumption, the stronger band shows on which side $A$ lies. If $B$ has an amplitude of its own, $r$ times that of $A$, interference terms of opposite sign appear in the two bands. The ratio becomes $(\cos\theta+r\sin\theta)^2/(\sin\theta-r\cos\theta)^2$, and $\cot^2\theta$ no longer gives the weights. This is the case for the Raman bands of CO$_2$, where the mean polarizability has a term in $\rho^2$. Hartree–Fock polarizabilities with a stretch–bend quartic force field give roughly $r\approx+0.16$ for $W>0$. The ratio is then about 3.3 for $A$ above $B$ and about 1.2 for $B$ above $A$: the upper band is the stronger one in both assignments, so the simple rule cannot be applied to them.

### Sensitivity to the coupling

Differentiate $\delta^2=D^2-4W^2$ at fixed $D$:

$$2\delta\,d\delta=-8W\,dW\quad\Longrightarrow\quad
\frac{d\delta}{dW}=-\frac{4W}{\delta}=-8.10$$

for $A$ above $B$. In relative terms, $d\delta/\delta=-(4W^2/\delta^2)\,dW/W$, and the factor $4W^2/\delta^2$ is about 16. To first order, a 1% increase in $W$ thus reduces the gap by about 16% of its value. The full formula already gives 18%, since $\sqrt{103^2-101^2}=20.2$ cm$^{-1}$ against 24.7 cm$^{-1}$. Larger changes need the full formula:

| $\lvert W\rvert$ (eV) | $\lvert\delta\rvert$ (eV) | larger weight |
|---|---|---|
| 0.0060 | 0.00437 | 0.671 |
| 0.0061 | 0.00377 | 0.648 |
| 0.0062 | 0.00305 | 0.620 |
| 0.0063 | 0.00208 | 0.581 |

Across this 5% range of coupling, the gap falls by more than half, while the larger weight changes by 0.09. Strong mixing is therefore a firm conclusion, but the gap is not. At the bound $|W|=D/2$ the gap vanishes and both weights are one half. For $|W|\to0$ at fixed $D$, the gap tends to $D$ and the states become pure.

### Why ordinary VPT2 fails

Second-order perturbation theory moves each member of the pair away from the other by $W^2/|\delta|$. Diagonalization gives the displacement

$$\frac{D-|\delta|}{2}=\frac{|\delta|}{2}\left(\sqrt{1+\frac{4W^2}{\delta^2}}-1\right)
=\frac{W^2}{|\delta|}-\frac{W^4}{|\delta|^3}+\cdots .$$

The expansion converges for $2|W|<|\delta|$, and its first term is accurate when $|W|\ll|\delta|$. Here $2|W|/|\delta|\approx4.1$. The second-order shift evaluated with the fitted gap is 0.01256 eV, whereas the true two-state shift is 0.00486 eV. The estimate is 2.6 times too large. Ordinary VPT2 has the harmonic gap in the denominator; with the smaller value 0.00097 eV found below for the cubic model, the factor is about 8.

The failure comes from the small denominator, not from a large cubic constant: $|\phi|$ is about a tenth of $\bar E$. The cure is to remove the $A$–$B$ term from the perturbation sums and keep $W$ in a 2 by 2 matrix. The remaining terms correct the diagonal elements of that matrix.

### The fitted gap is not the harmonic gap

The same cubic term also couples $A$ and $B$ to distant states. To find the resulting shifts, set $\omega_2=\omega_1/2$ in the non-resonant denominators, and let $g=\phi/2$.

The squared stretch elements are $|\langle0|q_1|1\rangle|^2=\tfrac12$ and $|\langle1|q_1|2\rangle|^2=1$. In the bend, $\rho^2$ conserves $l$ and changes $v_2$ by 0 or $\pm2$. Half the energy $\omega_2(v_2+1)$ is potential energy, $\tfrac12\omega_2\langle\rho^2\rangle$, so $\langle\rho^2\rangle=v_2+1$. This is 1 for $v_2=0$ and 3 for $2^0$.

The element between $2^0$ and $4^0$ follows from completeness. With $u=\rho^2$, the ground-state distribution is $e^{-u}\,du$, so

$$\langle2^0|\rho^4|2^0\rangle=\int_0^\infty u^2(u-1)^2e^{-u}\,du=24-12+2=14 .$$

This equals the sum of the squared elements from $2^0$ to $0^0$, $2^0$ and $4^0$, namely $1+9+|\langle4^0|\rho^2|2^0\rangle|^2$. The last term is therefore 4.

State $A$ is coupled to $(v_1,v_2)=(0,0)$, $(2,0)$ and $(2,2)$, apart from $B$. The energies of these states relative to $A$ are $-\omega_1$, $+\omega_1$ and $+2\omega_1$. Second-order theory gives

$$\Delta E_A=\frac{g^2}{\omega_1}\left(\frac12-1-\frac12\right)=-\frac{\phi^2}{4\omega_1}.$$

State $B$ is coupled to $(1,2)$ and $(1,4)$, apart from $A$. These lie above it by $\omega_1$ and $2\omega_1$:

$$\Delta E_B=\frac{g^2}{\omega_1}\left(-\frac{9}{2}-\frac{4}{2\cdot2}\right)
=-\frac{11\phi^2}{8\omega_1}.$$

There is no second-order correction to the coupling itself: two actions of $V$ preserve parity in $q_1$, while $A$ and $B$ have opposite parity. A shift of the ground state moves both excitation energies equally and leaves their gap unchanged. In this cubic model, near resonance and to second order,

$$\delta\approx\omega_1-2\omega_2+\frac{9\phi^2}{8\omega_1}.$$

With $\omega_1\approx\bar E$ the correction is 0.00209 eV, comparable to the fitted gap. This number belongs to the one-constant model and gives neither the size nor the sign of the shift in the real molecule, where other cubic constants and the quartic constants also contribute. With the $q_1^3$, $q_1^4$, $q_1^2\rho^2$ and $\rho^4$ terms of a Hartree–Fock or MP2 cc-pVDZ surface included, and mode 3 still left out, $\delta-(\omega_1-2\omega_2)$ is about $-20$ cm$^{-1}$ instead of $+17$ cm$^{-1}$. A two-level fit absorbs such contributions into $\delta$ and, to a smaller extent, into $W$, so the harmonic frequencies cannot be read from it.

A large-basis diagonalization of $H_0+V$ shows the size of the effect for $A$ above $B$. If the fitted gap is wrongly used as the harmonic gap, the splitting is 0.01356 eV, which is 6% above $D$. If the harmonic gap is first reduced by the correction, to 0.00097 eV, the splitting is 0.01291 eV, or 1.1% above $D$. Most of this remainder comes from the coupling, not from the diagonal energies. Three actions of $V$ reverse the parity in $q_1$, so the coupling has a third-order correction of relative size $\phi^2/\omega_1^2$. In this model it raises the effective coupling about 1% above $\phi/(2\sqrt2)$, to 0.00626 eV. In both calculations, each dyad state has at least 98.7% of its weight in the space of $A$ and $B$. Two states are thus a good description in this model, provided that both their diagonal energies and their coupling are effective ones. A 1% difference between the bare and the effective coupling changes $|\phi|$ by only 1%, but by the sensitivity found above it changes the inferred gap by 15 to 18%, depending on its direction.

### The Cartesian cubic constant

Let $s$ be the outward displacement of each oxygen in the symmetric stretch. Carbon stays at rest, so the kinetic energy is $\tfrac12(2m_O)\dot s^2$.

In the bend, both oxygens move sideways by $y$ and carbon by $y_C$. Zero total momentum requires $y_C=-2m_Oy/m_C$. The relative displacement is $d=y-y_C=y(m_C+2m_O)/m_C$, and the kinetic energy becomes

$$\frac12\left(2m_O+\frac{4m_O^2}{m_C}\right)\dot y^2=\frac12\mu\dot d^2,
\qquad \mu=\frac{2m_Om_C}{m_C+2m_O}.$$

An oscillator of mass $M$ and frequency $\omega$ has the dimensionless coordinate $\sqrt{M\omega}$ times its displacement. Hence $s=a_1q_1$ and $d^2=a_2^2\rho^2$, with

$$a_1=\frac1{\sqrt{2m_O\omega_1}},\qquad a_2=\frac1{\sqrt{\mu\omega_2}} .$$

Here $d^2$ includes both bending directions. Comparing $V=\tfrac12Fsd^2$ with $V=\tfrac12\phi q_1\rho^2$ gives

$$F=\frac{\phi}{a_1a_2^2}.$$

For mass numbers 16 and 12, $\mu=2\cdot16\cdot12/44=8.73$ u. Taking $\omega_1=2\omega_2=\bar E$ gives $a_1=0.0281$ and $a_2=0.0760$ angstrom, so

$$|F|=\frac{0.01753}{0.02808\times(0.07603)^2}\approx108\ \text{eV/angstrom}^3.$$

This is an estimate, because $\bar E$ stands in for harmonic frequencies that the dyad does not determine. At fixed $\phi$, $F\propto\omega_1^{1/2}\omega_2$, so an error of 2% in both frequencies changes $F$ by about 3%. The constant refers to straight-line displacements; a potential written in bond lengths and bond angle has different cubic coefficients.

## Comparison of the estimate and the solution

| Quantity | Scaling | Two-state solution |
|---|---|---|
| $\lvert\phi\rvert$ (eV) | 0.012 | 0.0175 |
| $\lvert F\rvert$ (eV/angstrom$^3$) | 76 | 108 |
| $\lvert\delta\rvert$ (eV) | near 0 | 0.0031 |
| weights | 0.50, 0.50 | 0.62, 0.38 |

The first two estimates are low by the same factor, $\sqrt2$. Scaling replaced the product of the stretch and bend matrix elements by 1, whereas it is $1/\sqrt2$. A larger cubic constant is therefore needed to produce the given coupling.

The estimate of equal sharing misses each weight by 0.12. It succeeds to this extent because the weights depend on $\delta/D$, which is small. The gap itself is the square root of a difference between nearly equal squares, so scaling can say that it is small but cannot give its value. The exact formula does give a value, but its accuracy is limited by that of $W$. An independent measure of the mixing would constrain the gap through $\delta=D\cos2\theta$ and also settle its sign. An intensity ratio serves only if the amplitude of $B$ relative to $A$ is known, since for CO$_2$ it is not negligible.

The matrix elements, the two-state formulas, the weak-coupling gap correction and the Cartesian conversion are checked numerically in the numerical check.

## Calculated quantities

```
lower level: 0.159320 eV
upper level: 0.172090 eV
mean level: 0.165705 eV
splitting D: 0.012770 eV
coupling |W|: 0.006199 eV
largest allowed |W| = D/2: 0.006385 eV
W/phi from quadrature: 0.353553
cubic constant |phi|: 0.017534 eV = 141.4 cm^-1
constant |k| = |phi|/2: 0.008767 eV
gap |delta|: 0.003060 eV = 24.7 cm^-1
deperturbed upper level: 0.167235 eV
deperturbed lower level: 0.164175 eV
A above B: theta = 38.07 degrees
  upper state, coefficients of A, B: 0.7873, 0.6166
  lower state, coefficients of A, B: -0.6166, 0.7873
  weights of A, B in upper: 0.6198, 0.3802
  strength ratio upper/lower, only A bright: 1.630
B above A: theta = 51.93 degrees
  upper state, coefficients of A, B: 0.6166, 0.7873
  lower state, coefficients of A, B: -0.7873, 0.6166
  weights of A, B in upper: 0.3802, 0.6198
  strength ratio upper/lower, only A bright: 0.613
slope d(delta)/dW, A above B: -8.10
|W| = 0.0060 eV: |delta| = 0.004368 eV, larger weight = 0.6710
|W| = 0.0061 eV: |delta| = 0.003774 eV, larger weight = 0.6478
|W| = 0.0062 eV: |delta| = 0.003053 eV, larger weight = 0.6195
|W| = 0.0063 eV: |delta| = 0.002079 eV, larger weight = 0.5814
true level shift: 0.004855 eV
second-order shift W^2/|delta|: 0.012560 eV
non-resonant gap shift 9 phi^2/(8 omega1): 0.002087 eV
cubic model at full strength, A above B in the fitted dyad:
  harmonic gap 0.003060 eV: splitting 0.013560 eV
  smallest weight in the A, B space: 0.9875
  harmonic gap 0.000972 eV: splitting 0.012909 eV
  smallest weight in the A, B space: 0.9881
mass numbers used for C, O: 12, 16 u
stretch length a1: 0.02808 angstrom
bend length a2: 0.07603 angstrom
Cartesian cubic constant |F|: 108.0 eV/angstrom^3
phi from numerical normal modes: 0.017534 eV
```
